# Choosing a Point Group for Orbital Labels: Character Tables by Burnside's Method

The group O of the 24 proper rotations of a cube has five classes of rotations, and each class supplies a 5×5 matrix of integers. The vector $(1,8,3,0,0)$ is an eigenvector of two of these matrices besides the unit matrix of the identity, namely those of the threefold rotations and of the half-turns about the cube axes. The rule that turns such a vector into the dimension of a representation gives 1.4142 for it. No representation has dimension $\sqrt2$, so something is missing from the calculation. What is missing is the condition that the vector be an eigenvector of all five matrices at once.

## The setting and what it needs

The orbitals of an electronic-structure calculation can be labelled and blocked with the full point group, with a subgroup, or with none. Labels require a character table. Burnside's method computes it from the multiplication of the operations alone, so it serves any finite group.

A representation assigns to each operation $g$ an invertible matrix $D(g)$ with $D(x)D(y)=D(xy)$. Its character is $\chi(g)=\mathrm{tr}\,D(g)$. A representation is irreducible if no proper nonzero subspace is mapped into itself by all $D(g)$. All representations here are complex and finite-dimensional. Averaging an inner product over the group makes every $D(g)$ unitary. The orthogonal complement of an invariant subspace is then invariant too, so every representation splits into irreducible ones.

Operations $x$ and $sxs^{-1}$ are in the same class and have the same character. Let the classes be $C_1,\dots,C_r$, with sizes $h_i$ and $C_1=\{e\}$, the identity. For O the order is

$$e,\quad C_3,\quad C_2,\quad C_4,\quad C_2',\qquad h=(1,8,3,6,6).$$

Here $C_2$ are half-turns about the cube axes, $C_4$ quarter-turns about them, and $C_2'$ half-turns about axes through opposite edge midpoints.

## From multiplication to commuting matrices

Let $a_{ijk}$ be the number of pairs $x\in C_i$, $y\in C_j$ with $xy=z$, for a fixed $z\in C_k$. The choice of $z$ does not matter, because $(x,y)\to(sxs^{-1},sys^{-1})$ maps the pairs for $z$ one-to-one onto those for $szs^{-1}$. The class sums $K_i=\sum_{g\in C_i}g$ therefore obey

$$K_iK_j=\sum_k a_{ijk}K_k .$$

In practice one takes one $z$ per class, runs $x$ through the group and finds the class of $y=x^{-1}z$. This costs $r|G|$ products, which is $5\times24=120$ for O.

Define class matrices by $(M_i)_{jk}=a_{ijk}$. Then

$$K_i(K_jK_m)=\sum_k a_{jmk}K_iK_k=\sum_l (M_jM_i)_{ml}K_l .$$

Exchanging $i$ and $j$ gives $M_iM_j$ on the right. The left side is unchanged, because conjugation only permutes the terms of $K_i$, so $K_i$ commutes with every operation and hence with $K_j$. The $K_l$ are linearly independent, so $M_iM_j=M_jM_i$.

Commuting matrices need not be diagonalizable, but these are. Let $C_{i'}$ contain the inverses of $C_i$. The number of pairs in $C_i\times C_j$ with product in $C_k$ is $h_ka_{ijk}$. Writing $z=xy$, each such pair corresponds to a pair $(x^{-1},z)$ in $C_{i'}\times C_k$ with product $y\in C_j$. Hence

$$h_k a_{ijk}=h_j a_{i'kj}.$$

With $H=\mathrm{diag}(h)$, define $N_i=H^{-1/2}M_iH^{1/2}$. Its elements are

$$(N_i)_{jk}=\frac{h_ka_{ijk}}{\sqrt{h_jh_k}}=\frac{h_ja_{i'kj}}{\sqrt{h_jh_k}}=(N_{i'})_{kj}.$$

The $N_i$ are real, so $N_i^\dagger=N_{i'}$. They all commute, so each commutes with its adjoint, and by the spectral theorem they share an orthonormal eigenbasis $u$. The vectors $v=H^{1/2}u$ are joint eigenvectors of the $M_i$.

The first row of $M_i$ is simple: $a_{i1k}=\delta_{ik}$, since $xe=z$ means $x=z$. The first component of $M_iv=\lambda_iv$ is therefore

$$v_i=\lambda_iv_1 .$$

If $v_1$ were zero, all of $v$ would vanish. We may thus set $v_1=1$, and then $v_i=\lambda_i$. The eigenvalues determine the vector, so there are exactly $r$ joint eigenvectors up to scale.

## Why the eigenvectors are characters

Schur's lemma has two parts. If $D(g)P=PD'(g)$ for all $g$, with $D$ and $D'$ irreducible, then the kernel and the image of $P$ are invariant, so $P$ is zero or invertible. It is zero when $D$ and $D'$ are inequivalent. If $D'=D$, subtract from $P$ one of its eigenvalues $c$. The matrix $P-c\,1$ also commutes with all $D(g)$ and is not invertible, so it vanishes and $P=c\,1$.

A class sum commutes with all operations. In an irreducible representation of dimension $d$ it is therefore a number $\omega_i$ times the unit matrix. The trace gives

$$\omega_i d=h_i\chi_i,\qquad \omega_i=\frac{h_i\chi_i}{d}.$$

Inserting these numbers in the product of class sums gives $\omega_i\omega_j=\sum_ka_{ijk}\omega_k$, or $M_i\omega=\omega_i\omega$. Every irreducible representation thus supplies a joint eigenvector with $\omega_1=1$.

Conversely, every joint eigenvector comes from a representation. Since $N_i$ is normal, $N_iu=\lambda_iu$ implies $u^\dagger N_i=\lambda_iu^\dagger$. The row $c=u^\dagger H^{-1/2}$ then obeys $cM_i=\lambda_ic$. Put $Z=\sum_jc_jK_j$, which is nonzero. Then

$$K_iZ=\sum_{jk}c_ja_{ijk}K_k=\lambda_iZ .$$

Let the group act by left multiplication on sums of its own elements. There $Z$ sends $e$ to $Z\neq0$, so it acts as a nonzero matrix in at least one irreducible part. In that part $K_i=\omega_i1$, hence $\omega_i=\lambda_i$.

The scale of $\chi$ comes from an average. For any matrix $X$, the sum $P=\sum_gD(g)XD'(g^{-1})$ satisfies $D(s)P=PD'(s)$, as replacing $g$ by $s^{-1}g$ shows. For inequivalent $D,D'$ it vanishes. For $D'=D$ it is $c\,1$, and the trace gives $cd=|G|\,\mathrm{tr}X$. Choosing $X$ with a single element 1 at position $(a,b)$ yields

$$\sum_gD_{pa}(g)D_{bq}(g^{-1})=\frac{|G|}{d}\delta_{ab}\delta_{pq}.$$

Set $p=a$ and $q=b$ and sum over both. The right side becomes $|G|$. With unitary matrices $\chi(g^{-1})=\chi(g)^*$, so

$$\sum_jh_j\chi^{(\mu)}_j\chi^{(\nu)*}_j=|G|\,\delta_{\mu\nu}$$

for irreducible representations $\mu,\nu$. Inequivalent ones therefore have non-proportional $\chi$ and different $\omega$, and their number equals the number of classes. Inserting $\chi_j=d\omega_j/h_j$ for $\mu=\nu$ gives

$$d^2=\frac{|G|}{S},\qquad S=\sum_j\frac{|\omega_j|^2}{h_j},\qquad \chi_j=\frac{d\,\omega_j}{h_j}.$$

## The group O by hand

Counting products gives for the quarter-turns

$$M_{C_4}=\begin{pmatrix}0&0&0&1&0\\0&0&0&4&4\\0&0&0&1&2\\6&3&2&0&0\\0&3&4&0&0\end{pmatrix}.$$

As a sample, take the third row and fourth column. Let $z$ be a quarter-turn about the vertical axis. We need $x\in C_4$ and $y\in C_2$ with $xy=z$, so $x=zy$. If $y$ is the vertical half-turn, $x$ is a three-quarter turn, which belongs to $C_4$. If $y$ is one of the two horizontal half-turns, $x$ is a half-turn about a horizontal diagonal, which belongs to $C_2'$. One pair remains, and the entry is 1.

Write the eigenvector as $(1,v_2,v_3,\lambda,v_5)$; the first row has already fixed $v_4=\lambda$. The other rows are

$$4\lambda+4v_5=\lambda v_2,\qquad \lambda+2v_5=\lambda v_3,$$
$$6+3v_2+2v_3=\lambda^2,\qquad 3v_2+4v_3=\lambda v_5 .$$

For $\lambda\ne0$ put $v_5=t\lambda$. The first two equations give $v_2=4+4t$ and $v_3=1+2t$. The last two become

$$20+16t=\lambda^2,\qquad 16+20t=\lambda^2t .$$

Eliminating $\lambda^2$ gives $16+20t=20t+16t^2$, so $t=\pm1$. For $t=1$, $\lambda=\pm6$; for $t=-1$, $\lambda=\pm2$. For $\lambda=0$ the first equation gives $v_5=0$. Subtracting $3v_2+4v_3=0$ from $6+3v_2+2v_3=0$ then gives $v_3=3$, and so $v_2=-4$.

The five eigenvalues are distinct, so this one matrix fixes all five vectors:

- $\lambda=\pm6$: $\omega=(1,8,3,\pm6,\pm6)$ and $S=1+\frac{64}{8}+\frac93+\frac{36}{6}+\frac{36}{6}=24$, so $d=1$.
- $\lambda=0$: $\omega=(1,-4,3,0,0)$ and $S=1+\frac{16}{8}+\frac93=6$, so $d=2$.
- $\lambda=\pm2$: $\omega=(1,0,-1,\pm2,\mp2)$ and $S=1+\frac13+\frac46+\frac46=\frac83$, so $d=3$.

Multiplication by $d/h_j$ gives the table. For E, for example, $\chi(C_3)=2(-4)/8=-1$.

| | $e$ | $C_3$ | $C_2$ | $C_4$ | $C_2'$ |
|---|---|---|---|---|---|
| A1 | 1 | 1 | 1 | 1 | 1 |
| A2 | 1 | 1 | 1 | −1 | −1 |
| E | 2 | −1 | 2 | 0 | 0 |
| T1 | 3 | 0 | −1 | 1 | −1 |
| T2 | 3 | 0 | −1 | −1 | 1 |

The coordinates $x,y,z$ belong to T1: a rotation by $\theta$ has trace $1+2\cos\theta$, which is 1 for a quarter-turn.

## Where the false dimension comes from

The eigenvalue of $M_i$ on a vector $\omega$ is its component $\omega_i$. The matrix of $C_3$ thus has eigenvalues 8 (twice), 0 (twice) and −4. That of $C_2$ has 3 (three times) and −1 (twice). Even together they cannot separate A1 from A2, or T1 from T2. An eigenvector routine may return any mixture within such a pair.

The opening vector is half the sum of the A1 and A2 vectors. It has $S=1+8+3=12$, hence $d=\sqrt{24/12}=\sqrt2$. The matrix of $C_4$ exposes it: it turns $(1,8,3,0,0)$ into $(0,0,0,36,36)$, which is not a multiple of the original.

An integer dimension would not have proved the vector right. Mix T1 and T2 as $p\,\omega^{(T1)}+(1-p)\,\omega^{(T2)}$ with real $p$. The two vectors are orthogonal with weights $1/h_j$, so

$$d^2=\frac{9}{p^2+(1-p)^2}.$$

For $p$ between 0 and 1 this runs continuously between 9 and 18, and so passes through 16. A false dimension of 4 is possible. The reliable criterion is that all class matrices have the vector as an eigenvector.

## Separating the vectors in any group

The group D2, consisting of the identity and the three half-turns about the cube axes, has four classes of one element. Each half-turn squares to the identity, so its class matrix has eigenvalues $\pm1$ only. No single matrix can separate four representations. The remedy is a combination $M(c)=\sum_ic_iM_i$. Two joint eigenvectors $\mu\neq\nu$ share an eigenvalue of it only if

$$\sum_ic_i\left(\omega_i^{(\mu)}-\omega_i^{(\nu)}\right)=0 .$$

The bracket is nonzero for some $i$, so the bad real weights fill a subspace of lower dimension. There are finitely many pairs, and randomly drawn continuous weights avoid all these subspaces with probability one.

Numerically, the distance between eigenvalues matters. With weights $\sqrt2,\sqrt3,\sqrt5,\sqrt7,\sqrt{11}$ for the classes of O in the order above, the smallest gap is between E and T2:

$$-4\sqrt3+4\sqrt5+2\sqrt7-2\sqrt{11}=0.6743 .$$

If rounding adds a small matrix $\delta$ to the normal matrix $N(c)=\sum_ic_iN_i$, first-order perturbation theory admixes $u_\nu$ into $u_\mu$ with amplitude $u_\nu^\dagger\delta u_\mu/(\lambda_\mu-\lambda_\nu)$. A gap far above the rounding error of the matrix is therefore sufficient at this order. If the gap is small, draw new weights.

## What a smaller group does to the labels

Let a level of a Hamiltonian with symmetry $G$ carry a representation with character $\chi$. Since characters of irreducible parts add, orthogonality gives the number of times $\mu$ occurs:

$$n_\mu=\frac1{|G|}\sum_jh_j\chi_j^{(\mu)*}\chi_j .$$

Now let a program use D2 although the system has symmetry O. The characters of D2 are $(1,1,1,1)$ for A and $(1,1,-1,-1)$, $(1,-1,1,-1)$, $(1,-1,-1,1)$ for the three B representations. On these four operations T1 and T2 both have characters $(3,-1,-1,-1)$. Then $n_A=(3-3)/4=0$, and for each B, $n_B=(3-1+1+1)/4=1$. E has $(2,2,2,2)$, so it becomes A twice; A1 and A2 become A.

Thus the labels of this D2 cannot distinguish T1 from T2, nor A1, A2 and E from one another. The energies of a Hamiltonian that still has O symmetry are unaffected, and a threefold level appears as three equal energies with different B labels. The merging depends on how the subgroup sits in O. A D2 made of one $C_2$ and the two $C_2'$ half-turns perpendicular to it sees T1 as $(3,-1,-1,-1)$ but T2 as $(3,-1,1,1)$, so T1 gives three B and T2 gives A and two B; there A2 becomes a B, and E becomes A and a B.

The cost changes as well. By Schur's lemma, a Hamiltonian that commutes with the group has no elements between inequivalent representations, and is a multiple of the unit matrix between two copies of the same one, provided both copies are written in bases that give identical matrices $D(g)$. If a basis contains $m_\mu$ copies of $\mu$, O requires one diagonalization of size $m_\mu$ per label. The D2 of the cube axes requires one of size $m_{A1}+m_{A2}+2m_E$ and three of size $m_{T1}+m_{T2}$.

The group T keeps the identity, the threefold rotations and the $C_2$ half-turns. Its twelve operations form classes of sizes 1, 4, 4 and 3, because the threefold rotations separate from their inverses. Burnside's method gives, with $\zeta=e^{2\pi i/3}$, the characters

$$(1,1,1,1),\quad(1,\zeta,\zeta^*,1),\quad(1,\zeta^*,\zeta,1),\quad(3,0,0,-1).$$

E of O has characters $(2,-1,-1,2)$ here, the sum of the second and third rows. These look like two unrelated one-dimensional labels. For a real Hamiltonian without spin, however, $H\psi=\varepsilon\psi$ implies $H\psi^*=\varepsilon\psi^*$, and $\psi^*$ has the conjugate character. The two labels then share their energies and should be read as one twofold level. A magnetic field acting on the orbital motion makes $H$ complex and removes this argument; a uniform field also singles out an axis, so the labels of T themselves no longer apply.

## Guidance for the choice

Use the full group when the labels themselves are wanted, for instance to tell T1 from T2. A subgroup is adequate when blocking is the aim and the merged labels above are acceptable.

Label complete degenerate levels. Suppose one orbital is taken from a T1 level and its diagonal elements $D_{aa}(g)$ are used in place of the trace. These differ between operations of one class, so the count must be summed over all operations, $n_\mu=\frac1{|G|}\sum_g\chi^{(\mu)}(g)^*D_{aa}(g)$. The matrix orthogonality relation, with $p=a$ and $q=b$ summed over $b$, gives $n_{T1}=1/d=1/3$. A fractional count can thus mean that a level has been cut, and the energy window that defines a level should be widened to include all its partners.

Choose the geometric tolerance with closure in mind. If $x$ and $y$ each map the atoms onto equivalent atoms within a distance $\delta$, their product does so within $2\delta$, since a rotation preserves lengths and the errors add at most. The product may therefore fail a threshold that both factors pass. The accepted list is then not a group, and the class constants are undefined. Symmetrize the structure, or change the tolerance until the list closes.

In a mean-field calculation, the effective Hamiltonian has the symmetry of the density and orbitals from which it is built. Filling one partner of a T1 level gives a density that a rotation turns into a different one, so O labels need not apply afterwards. Choose a group that the occupied state respects, or occupy the partners equally if that average is the intended model.

With spin–orbit coupling, a symmetry operation must rotate the spin together with the position, and a spin-½ state changes sign under a full turn. The operators of the rotations then multiply as the elements of O only up to a sign. The same algorithm applies once each rotation is entered as its 2×2 spin rotation matrix $U$ together with $-U$, which gives a group of 48 elements. The 3×3 rotation matrices with both signs would instead give the cubic group with inversion, a different group of the same order.
